# Friction on a moving delta potential in a one-dimensional electron gas: a program that tests the result

```python
"""
Friction on a delta potential g*delta(x - v t) moving through a free,
spin-degenerate one-dimensional electron gas at zero temperature.
Result under test: drag = eta*v for small v, with
    eta = 4 hbar kF^2 R / pi,   R = beta^2/(kF^2 + beta^2),   beta = m g/hbar^2,
which saturates at 4 hbar kF^2/pi as |g| grows.
kF: Fermi wave number, R: reflection probability, q = m v/hbar.
Tests use hbar = m = 1; the example uses eV, nm, fs.
"""
import numpy as np
from scipy import constants as const
from scipy import fft
from scipy.integrate import quad, simpson, solve_ivp


def reflection_delta(k, beta):
    return beta**2 / (k**2 + beta**2)


def drag_closed(kf, q, beta):
    """Drag at finite speed in units hbar^2/m, for q < kf."""
    b = abs(beta)
    angle = np.arctan((kf + q) / b) - np.arctan((kf - q) / b)
    return 2 / np.pi * b**2 * (2 * q - b * angle)


def gaussian(x, g, sigma):
    return g * np.exp(-x**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


def scatter(k, g, sigma):
    """Wave of unit amplitude incident from the left on a Gaussian of area g."""
    a = 8 * sigma
    x = np.linspace(a, -a, 1601)

    def rhs(s, y):
        return [y[1], (2 * gaussian(s, g, sigma) - k**2) * y[0]]

    start = np.array([np.exp(1j * k * a), 1j * k * np.exp(1j * k * a)])
    sol = solve_ivp(rhs, (a, -a), start, method="DOP853", t_eval=x,
                    rtol=1e-10, atol=1e-12, max_step=a / 20)
    psi, dpsi = sol.y
    incident = 0.5 * (psi[-1] + dpsi[-1] / (1j * k)) * np.exp(1j * k * a)
    reflected = 0.5 * (psi[-1] - dpsi[-1] / (1j * k)) * np.exp(-1j * k * a)
    return x[::-1], psi[::-1] / incident, abs(reflected / incident)**2


# Delta reflection as the zero-width limit of Gaussians of fixed area
worst_delta = 0.0
for g in (0.05, 1.0, -1.0, 4.0):
    wide = scatter(1.0, g, 0.01)[2]
    narrow = scatter(1.0, g, 0.005)[2]
    limit = 2 * narrow - wide          # removes the error linear in the width
    worst_delta = max(worst_delta, abs(limit / reflection_delta(1.0, g) - 1))
assert worst_delta < 5e-3

# Force of one state, and golden-rule friction from matrix elements of dV/dx
k_test, g_test, s_test = 1.3, 1.5, 0.3
x, from_left, refl = scatter(k_test, g_test, s_test)
from_right = from_left[::-1]
slope = -x / s_test**2 * gaussian(x, g_test, s_test)
states = (from_left, from_right)
matrix = np.array([[simpson(np.conj(a) * slope * b, x=x) for b in states]
                   for a in states])
force_direct = matrix[0, 0].real
force_flux = 2 * k_test**2 * refl
assert abs(force_direct / force_flux - 1) < 1e-5
level_density = 1 / (2 * np.pi * k_test)
eta_golden = 2 * np.pi * level_density**2 * np.sum(abs(matrix)**2)
eta_formula = 4 * k_test**2 * refl / np.pi
assert abs(eta_golden / eta_formula - 1) < 1e-5

# Closed drag formula against the sum over all occupied states
for beta in (0.3, -1.0, 8.0):
    for q in (0.01, 0.3):
        def one_state(k):
            return -np.sign(k) * 2 * k**2 * reflection_delta(k, beta)
        total = (quad(one_state, -1 - q, 0)[0] + quad(one_state, 0, 1 - q)[0])
        total *= 2 / (2 * np.pi)
        assert abs(total / drag_closed(1.0, q, beta) - 1) < 1e-6
        if q == 0.01:
            linear = 4 * reflection_delta(1.0, beta) / np.pi * q
            assert abs(total / linear - 1) < 1e-3


def laboratory_drag(g, sigma, n_max, speed, t_end=60.0, dt=0.04):
    """Filled Fermi sea on a ring (kF = 1) swept by a moving Gaussian."""
    length = 2 * np.pi * (n_max + 0.5)
    points = 768
    grid = np.arange(points) * length / points
    waves = 2 * np.pi * np.arange(-n_max, n_max + 1) / length
    psi = np.exp(1j * np.outer(waves, grid)) / np.sqrt(length)
    k_grid = 2 * np.pi * np.fft.fftfreq(points, length / points)
    kinetic = np.exp(-0.5j * dt * k_grid**2)
    forces = []
    for step in range(int(round(t_end / dt))):
        t_mid = (step + 0.5) * dt
        ramp = np.sin(np.pi * t_mid / 20)**2 if t_mid < 10 else 1.0
        d = (grid - speed * t_mid) % length
        d = np.where(d > length / 2, d - length, d)
        half = np.exp(-0.5j * dt * ramp * gaussian(d, g, sigma))
        psi = half * fft.ifft(kinetic * fft.fft(half * psi, axis=1), axis=1)
        t = (step + 1) * dt
        if t > 25 and step % 5 == 0:
            d = (grid - speed * t) % length
            d = np.where(d > length / 2, d - length, d)
            dv = -d / sigma**2 * gaussian(d, g, sigma)
            density = 2 * np.sum(abs(psi)**2, axis=0)
            forces.append(-np.sum(density * dv) * length / points)
    weight = np.hanning(len(forces))
    return np.sum(weight * np.array(forces)) / np.sum(weight)


n_max, width = 19, 0.3
q_lab = 4 / (n_max + 0.5)
nodes, weights = np.polynomial.legendre.leggauss(6)
lab_rows = []
for g in (1.0, -1.0, 6.0):
    measured = laboratory_drag(g, width, n_max, q_lab)
    ks = 1 + q_lab * nodes
    window = 2 / np.pi * q_lab * sum(
        w * k**2 * scatter(k, g, width)[2] for w, k in zip(weights, ks))
    lab_rows.append((g, measured, window))
lab_ceiling = 2 / np.pi * (2 * q_lab + 2 * q_lab**3 / 3)

print("Tests, units hbar = m = kF = 1 unless stated")
print(f"delta limit of Gaussians, worst relative error: {worst_delta:.1e}")
print(f"force of one state (k=1.3): direct {force_direct:.6f}, "
      f"flux {force_flux:.6f}")
print(f"friction (kF=1.3): golden rule {eta_golden:.6f}, "
      f"formula {eta_formula:.6f}")
print(f"moving Gaussian, width {width}, speed v/vF = {q_lab:.4f}")
for g, measured, window in lab_rows:
    print(f"  g={g:4.1f}: drag in time run {measured:.5f}, "
          f"window formula {window:.5f}")
print(f"  drag for total reflection: {lab_ceiling:.5f}")
for g, measured, window in lab_rows:
    assert abs(measured / window - 1) < 0.03   # finite ring and finite time
assert 0.95 < lab_rows[2][1] / lab_ceiling < 1.03

# Worked example in eV, nm, fs
hbar = const.hbar / const.e * 1e15
mass = const.m_e / const.e * 1e12
proton = const.m_p / const.e * 1e12
fermi_energy, ion_energy, strength = 12.0, 500.0, -2.0
kf = np.sqrt(2 * mass * fermi_energy) / hbar
vf = hbar * kf / mass
v = np.sqrt(2 * ion_energy / proton)
q = mass * v / hbar
beta = mass * strength / hbar**2
refl = reflection_delta(kf, beta)
eta_max = 4 * hbar * kf**2 / np.pi
eta = eta_max * refl
to_si = const.e * 1e3                      # eV fs/nm^2 to kg/s
print("Example: proton, rough Fermi energy of aluminium")
print(f"Fermi energy {fermi_energy:.1f} eV, ion energy {ion_energy:.0f} eV, "
      f"g = {strength:.1f} eV nm")
print(f"kF = {kf:.3f} 1/nm, vF = {vf:.4f} nm/fs")
print(f"v = {v:.4f} nm/fs, v/vF = {v / vf:.4f}, q = {q:.3f} 1/nm")
print(f"beta = {beta:.3f} 1/nm, R = {refl:.4f}")
print(f"eta = {eta:.2f} eV fs/nm^2 = {eta * to_si:.3e} kg/s")
print(f"saturated eta = {eta_max:.2f} eV fs/nm^2 = {eta_max * to_si:.3e} kg/s")
print(f"stopping force eta*v = {eta * v:.2f} eV/nm, "
      f"saturated {eta_max * v:.2f} eV/nm")
print(f"slowing time M/eta = {proton / eta:.1f} fs, "
      f"stopping distance M*v/eta = {proton * v / eta:.2f} nm")
print(f"bound level of the delta: {-(hbar * beta)**2 / (2 * mass):.2f} eV")
print(f"half-saturation strength hbar*vF = {hbar * vf:.4f} eV nm")
print("|g| (eV nm), R, eta (eV fs/nm^2)")
for g in (0.1, 0.5, 1.0, 2.0, 5.0, 15.0, 50.0):
    r = reflection_delta(kf, mass * g / hbar**2)
    print(f"  {g:5.1f}  {r:.4f}  {eta_max * r:.2f}")

# Sizes of neglected effects
drag_exact = hbar**2 / mass * drag_closed(kf, q, beta)
print("Neglected effects")
print(f"finite speed: drag {drag_exact:.2f} eV/nm, "
      f"change {100 * (drag_exact / (eta * v) - 1):.3f} %")

kt = const.k * 300 / const.e
u = np.linspace(-40, 40, 4001)
k_u = np.sqrt(2 * mass * (fermi_energy + kt * u)) / hbar
thermal = simpson(4 * hbar * k_u**2 * reflection_delta(k_u, beta) / np.pi
                  / (4 * np.cosh(u / 2)**2), x=u)
print(f"300 K, fixed chemical potential: relative change "
      f"{thermal / eta - 1:.1e}")

print("finite range: rms width (nm), R attractive, R repulsive")
for sigma in (0.005, 0.02, 0.05):
    r_att = scatter(1.0, beta / kf, sigma * kf)[2]
    r_rep = scatter(1.0, -beta / kf, sigma * kf)[2]
    print(f"  {sigma:.3f}  {r_att:.4f}  {r_rep:.4f}")


def shifted_sphere(c):
    """Three dimensions, s-wave cross section 4 pi/k^2, direction cosine c."""
    edge = q * c + np.sqrt(kf**2 - q**2 * (1 - c**2))
    return 2 / np.pi * c * edge**3 / 3


drag_3d = hbar**2 / mass * quad(shifted_sphere, -1, 1)[0]
print(f"three dimensions, s-wave unitarity limit: {drag_3d:.2f} eV/nm, "
      f"ratio to 1D limit {drag_3d / (eta_max * v):.3f}")

# ZBL universal nuclear stopping (empirical fit), proton in aluminium
z1, z2, m1, m2, atoms_per_nm3 = 1, 13, 1.008, 26.98, 60.0
screen = z1**0.23 + z2**0.23
eps = 32.53 * m2 * (ion_energy / 1000) / (z1 * z2 * (m1 + m2) * screen)
reduced = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
per_atom = 8.462e-15 * z1 * z2 * m1 * reduced / ((m1 + m2) * screen)
nuclear = per_atom * 1e14 * atoms_per_nm3
print(f"nuclear stopping (ZBL, {atoms_per_nm3:.0f} atoms/nm^3): "
      f"{nuclear:.2f} eV/nm")
print("OK")
```

Printed output:

```
Tests, units hbar = m = kF = 1 unless stated
delta limit of Gaussians, worst relative error: 2.0e-04
force of one state (k=1.3): direct 2.233437, flux 2.233437
friction (kF=1.3): golden rule 1.421850, formula 1.421850
moving Gaussian, width 0.3, speed v/vF = 0.2051
  g= 1.0: drag in time run 0.14774, window formula 0.14764
  g=-1.0: drag in time run 0.06389, window formula 0.06396
  g= 6.0: drag in time run 0.26432, window formula 0.26441
  drag for total reflection: 0.26484
Example: proton, rough Fermi energy of aluminium
Fermi energy 12.0 eV, ion energy 500 eV, g = -2.0 eV nm
kF = 17.747 1/nm, vF = 2.0545 nm/fs
v = 0.3095 nm/fs, v/vF = 0.1506, q = 2.673 1/nm
beta = -26.247 1/nm, R = 0.6862
eta = 181.14 eV fs/nm^2 = 2.902e-14 kg/s
saturated eta = 263.96 eV fs/nm^2 = 4.229e-14 kg/s
stopping force eta*v = 56.06 eV/nm, saturated 81.69 eV/nm
slowing time M/eta = 57.6 fs, stopping distance M*v/eta = 17.84 nm
bound level of the delta: -26.25 eV
half-saturation strength hbar*vF = 1.3523 eV nm
|g| (eV nm), R, eta (eV fs/nm^2)
    0.1  0.0054  1.44
    0.5  0.1203  31.74
    1.0  0.3535  93.31
    2.0  0.6862  181.14
    5.0  0.9318  245.96
   15.0  0.9919  261.83
   50.0  0.9993  263.76
Neglected effects
finite speed: drag 55.99 eV/nm, change -0.130 %
300 K, fixed chemical potential: relative change -3.3e-06
finite range: rms width (nm), R attractive, R repulsive
  0.005  0.6099  0.7391
  0.020  0.2466  0.8038
  0.050  0.0007  0.6609
three dimensions, s-wave unitarity limit: 27.11 eV/nm, ratio to 1D limit 0.332
nuclear stopping (ZBL, 60 atoms/nm^3): 2.97 eV/nm
OK
```
